# Why a Chelating Amidinate Survives the Opening of One Arm

**Question.** An amidinate ligand binds a metal atom through two nitrogen atoms. In a heated deposition precursor, one of these metal–nitrogen bonds opens from time to time. Why does the ligand not leave at about the rate at which its first arm opens, and what sets the rate at which it does leave?

**Answer.**

## What happens after one arm opens

When a ligand held by a single bond loses that bond, nothing ties it to the metal. When a chelating ligand loses one of its two bonds, the freed nitrogen is still tethered through the N–C–N backbone. Two outcomes are compared here: the free arm can bind again, or the remaining bond can break.

The usual bonding picture favours the first. The detached nitrogen carries a lone pair, and the metal has lost a donor. Reclosing requires the backbone to turn and bend, and it forms a bond. Unassisted escape has to break one.

The smallest aluminium amidinate, H₂Al(HN–CH–NH), shows the energies involved. I call the nitrogen that stays bound N1 and the one that detaches N2. The geometries were chosen, not optimized. They start from a symmetric chelate with both Al–N distances at 1.93 Å. The ring is then opened in its plane by widening the Al–N1–C angle, with the other bond lengths and angles adjusted smoothly. Finally the AlH₂ group, together with the hydrogen on N1, is rotated about the N1–C bond. The energies below are second-order Møller–Plesset (MP2) values in the 6-31G* basis with all electrons correlated, relative to the chelate.

| Geometry | Al–N2 (Å) | Energy (kJ/mol) |
|---|---:|---:|
| Chelate | 1.93 | 0 |
| Open, not rotated | 3.18 | 86 |
| Open, rotated by 90° | 3.64 | 157 |
| Open, rotated by 180° | 4.04 | 106 |

At the sampled points between the unrotated open form and the chelate, the energy falls steadily towards the chelate. This path therefore shows no barrier that would hold the unrotated form open. The form rotated by 180° is different: to reclose along this path it must pass a point 50 kJ/mol above itself. It is the better candidate for an open state that lasts, although a rigid path cannot prove that it is a minimum in every coordinate.

The tabulated values depend strongly on the chosen geometry. Along this path the AlH₂ group is held perpendicular to the plane of the bonds at N1. Turning it into that plane lowers the three open entries from 86, 157 and 106 to 67, 105 and 59 kJ/mol. The cost of reclosing from the 180° form changes only from 50 to 46 kJ/mol. The unrotated open form, however, must then turn its AlH₂ group back, uphill at that opening, so the absence of a barrier is shown only for the perpendicular orientation.

Separating the same open form into neutral AlH₂ and amidinyl radicals, with their internal geometries frozen, costs 442 kJ/mol by MP2 and 265 kJ/mol by Hartree–Fock theory. The amidinyl fragment is the π radical, and its unrestricted Hartree–Fock reference is spin-contaminated, with \(\langle S^2\rangle=0.97\) instead of 0.75. The two levels disagree strongly, so neither number should be taken as an accurate bond energy. The corresponding reclosing costs are 50 and 47 kJ/mol, and the ordering is the same at both levels. Separation into ions costs still more.

These are electronic energies of an isolated molecule. They leave out zero-point motion, entropy, geometry relaxation and any surface, and their convergence with the size of the basis has not been established. They support the statement that reclosing is easier than unassisted escape in this molecule, but they do not supply rate constants.

## From the mechanism to a probability

Let the ligand be closed (C), open at one arm (O) or lost. Define

- \(k_o\), the total rate of arm opening, C → O;
- \(k_c\), the rate of reclosing, O → C;
- \(k_e\), the rate of escape, O → lost.

If either of two equivalent arms can open, \(k_o\) is the sum of both rates. A lost ligand is assumed not to return, as when it is swept away.

The open state is also assumed to live long enough to forget how it was formed. Its exits then have constant rates. This requires barriers well above \(RT\) on both sides, and also energy exchange with the surroundings faster than either exit. In the numerical case below the open state lives \(1.6\times10^{-8}\) s, less than the time between collisions in a gas at 1 torr, so that case suits a liquid, a dense gas or a surface-bound complex rather than a dilute vapour. An arm that swings out and straight back does not count as an opening in \(k_o\).

The probability that an open ligand has left by neither route after time \(t\) is \(e^{-(k_c+k_e)t}\). Multiplying by the escape rate and integrating over all times gives the probability that an opening ends in loss:

\[
p=\int_0^\infty k_e e^{-(k_c+k_e)t}\,dt=\frac{k_e}{k_c+k_e}.
\]

This is the ratio of the escape rate to the total exit rate of the open state. The arm usually recloses if \(k_c>k_e\). Having two binding atoms does not guarantee this inequality; the barriers decide it.

The mean number of openings before loss, \(m\), follows from one step of reasoning. There is always a first opening, and with probability \(1-p\) the ligand recloses and the count starts again:

\[
m=1+(1-p)m,\qquad pm=1,\qquad m=\frac1p.
\]

Each opening lasts \(1/(k_c+k_e)\) on average. The total time spent open before loss is therefore

\[
\frac1p\,\frac1{k_c+k_e}=\frac1{k_e}.
\]

Reclosing does not slow escape from the open state. It divides the necessary open time into separate visits, with a closed period of mean length \(1/k_o\) before each one. If opening is much slower than exit from the open state, these closed periods make up nearly all of the ligand's life. If reclosing is also much faster than escape, the visits are many.

## The net loss rate

Some ligands may also be destroyed or removed directly from the closed state, without passing through O. Let that bypass have rate \(k_b\), and write \(k_x=k_c+k_e\). Let \(T_C\) and \(T_O\) be the mean times to loss starting from C and O. Each equals the mean wait in the present state plus the remaining time, weighted by the probability of moving to the other state:

\[
T_C=\frac1{k_o+k_b}+\frac{k_o}{k_o+k_b}T_O,
\qquad
T_O=\frac1{k_x}+\frac{k_c}{k_x}T_C.
\]

Multiply the first equation by \(k_o+k_b\) and insert the second:

\[
(k_o+k_b)T_C=1+\frac{k_o}{k_x}+k_o\frac{k_c}{k_x}T_C.
\]

Collecting the terms in \(T_C\), and using \(1-k_c/k_x=k_e/k_x=p\), gives

\[
(k_b+k_op)T_C=1+\frac{k_o}{k_x},
\qquad
\frac1{T_C}=\frac{k_b+k_op}{1+k_o/k_x}.
\]

The numerator adds the two routes to loss. The denominator accounts for the time spent open. If there is no bypass and opening is much slower than exit from the open state, \(k_o\ll k_x\), the result becomes

\[
k_{\rm loss}\simeq k_op=k_o\frac{k_e}{k_c+k_e}.
\]

The reduction is relative to the rate of first arm opening. It is not a comparison with an arbitrary monodentate ligand, whose bond may be stronger or weaker.

The same limit follows from the decay of a population. Without bypass, the populations obey

\[
\dot C=-k_oC+k_cO,\qquad \dot O=k_oC-k_xO.
\]

Trying solutions proportional to \(e^{-\lambda t}\) requires

\[
(k_o-\lambda)(k_x-\lambda)-k_ok_c=0.
\]

Since \(k_x-k_c=k_e\), this is

\[
\lambda^2-(k_o+k_x)\lambda+k_ok_e=0.
\]

The smaller root governs the late decay:

\[
\lambda=\frac{2k_ok_e}{k_o+k_x+\sqrt{(k_o+k_x)^2-4k_ok_e}}.
\]

For \(k_o\ll k_x\), the term \(4k_ok_e\) is small compared with \(k_x^2\), because \(k_e\le k_x\). The denominator tends to \(2k_x\), and \(\lambda\) tends to \(k_ok_e/k_x=k_op\).

## Where the simple law fails

Take \(k_o=20\), \(k_c=8\) and \(k_e=2\ \mathrm{s^{-1}}\). Then \(p=0.2\), and the simple law predicts a loss rate of \(4\ \mathrm{s^{-1}}\). The smaller root is only \(1.4\ \mathrm{s^{-1}}\). The prediction even exceeds \(k_e\), which is impossible for a population that can be lost only from O. Opening is now so fast that the ligand spends much of its time open, and the denominator \(1+k_o/k_x\) cannot be dropped.

A bypass causes a different failure. With \(k_o=1\), \(k_c=8\) and \(k_e=2\ \mathrm{s^{-1}}\), the mean lifetime without bypass is

\[
T_C=\frac{1+1/10}{0.2}=5.5\ \mathrm{s}.
\]

Adding \(k_b=0.05\ \mathrm{s^{-1}}\) changes it to

\[
T_C=\frac{1+1/10}{0.05+0.2}=4.4\ \mathrm{s}.
\]

The bypass is twenty times slower than arm opening, yet it shortens the life by a fifth. It must be compared with the reduced rate \(k_op\), not with \(k_o\). The better reclosing protects the ligand, the more a slow direct reaction matters.

## Which barriers matter

Let \(G_o\), \(G_c\) and \(G_e\) be the molar free-energy barriers for opening, reclosing and escape. The first is measured from the closed state and the other two from the open state. With the Eyring expression and equal prefactors,

\[
k_i=\frac{k_BT}{h}e^{-G_i/RT},
\qquad
p=\frac1{1+e^{(G_e-G_c)/RT}}.
\]

The probability depends on the difference between the two barriers out of O. If the open state is raised while both saddles stay fixed, \(G_e\) and \(G_c\) fall by the same amount and \(p\) does not change.

When reclosing is much faster than escape, \(k_c\gg k_e\), the denominator of \(p\) is nearly \(k_c\), and

\[
k_{\rm loss}\simeq\frac{k_o}{k_c}k_e
=\frac{k_BT}{h}e^{-(G_o-G_c+G_e)/RT}.
\]

Here \(G_o-G_c\) is the free energy of the open state above the closed one. Adding \(G_e\) gives the height of the escape saddle above the closed state. The height of the ring-opening saddle has cancelled: lowering it makes the arm open more often, but also makes it reclose faster by the same factor. In this regime, a measured arm-opening rate alone says little about resistance to loss.

If reclosing is instead much slower than escape, \(p\) tends to one and \(k_{\rm loss}\) tends to \(k_o\). The opening saddle then controls the loss, and the chelate has almost no protection from reclosing.

The temperature dependence follows from

\[
E_a=RT^2\frac{d\ln k_{\rm loss}}{dT},
\]

with the barriers taken as independent of temperature. The factor \(k_o\) contributes \(RT+G_o\): the \(RT\) comes from the prefactor and \(G_o\) from the exponential. For the other factor, set \(x=(G_e-G_c)/RT\). Then \(\ln p=-\ln(1+e^x)\) and \(dx/dT=-x/T\), so

\[
RT^2\frac{d\ln p}{dT}
=RT^2\,\frac{e^x}{1+e^x}\,\frac{x}{T}
=(1-p)(G_e-G_c).
\]

The last step uses \(e^x/(1+e^x)=1-p\). Therefore

\[
E_a=RT+G_o+(1-p)(G_e-G_c).
\]

With such constant barriers, if escape has the higher one, the loss rate rises more steeply with temperature than the opening rate, and the protection weakens on heating. If the saddles differ in entropy, the trend of \(p\) is set by their enthalpy difference, \((G_e-G_c)+T(S_e-S_c)\). The protection strengthens on heating only if this is negative, which needs an escape saddle of lower entropy: for \(G_e-G_c=30\) kJ/mol at 500 K, lower by more than 60 J/(mol K). An escape saddle of higher entropy makes the protection weaken faster.

## A numerical case

Take round model barriers at 500 K: \(G_o=110\), \(G_c=50\) and \(G_e=80\) kJ/mol. They are not derived from the aluminium calculation. In particular, 80 kJ/mol stands for an escape assisted by the surroundings, such as transfer to another binding site, and not for breaking the last bond in isolation.

The Eyring rates are

\[
k_o=33.6,\qquad k_c=6.23\times10^7,\qquad
k_e=4.58\times10^4\ \mathrm{s^{-1}}.
\]

The probability of loss per opening is

\[
p=\frac{4.58\times10^4}{6.23\times10^7+4.58\times10^4}
=7.34\times10^{-4}.
\]

The ligand opens about 1360 times, on average, before it is lost. The net rate is

\[
k_{\rm loss}=33.6\times7.34\times10^{-4}
=0.0247\ \mathrm{s^{-1}},
\]

which corresponds to a lifetime of about 41 s. The first opening comes after only 0.030 s on average. The condition for the simple law is well met, because \(k_o/k_x\) is about \(5\times10^{-7}\).

To isolate the cause, set \(k_c=0\) and keep the other two rates. The roots of the quadratic are then \(k_o\) and \(k_e\), and the smaller is \(k_o=33.6\ \mathrm{s^{-1}}\). Without reclosing, the ligand is lost at the rate of its first opening. The whole reduction by a factor of about 1360 comes from reclosing.

Lowering the ring-opening saddle by 10 kJ/mol lowers both \(G_o\) and \(G_c\) by that amount. The loss rate rises by only 0.07%. If the reclosing barrier is instead 95 kJ/mol to begin with, so that escape is the faster exit, the same shift multiplies the loss rate by 8.7. The two cases show the change of control from the escape saddle to the opening saddle.

The apparent activation energy in the original case is

\[
E_a=4.2+110+(1-0.0007)\times30\simeq144\ \mathrm{kJ/mol}.
\]

About 30 kJ/mol of this comes from the competition between escape and reclosing.

## Why a persistent ligand can still react

A deposition precursor must survive heating and yet give up its ligands to a surface group or co-reactant. The open arm allows both. Suppose a co-reactant captures the free arm irreversibly at rate \(k_h\), for example by transferring a proton to the nitrogen, so that it can no longer reclose. If capture is counted as loss, it adds to the escape rate:

\[
p_h=\frac{k_e+k_h}{k_c+k_e+k_h}.
\]

With \(k_h=10^7\ \mathrm{s^{-1}}\) in the numerical case, \(p_h=0.139\), and the loss rate becomes

\[
33.6\times0.139\simeq4.7\ \mathrm{s^{-1}}.
\]

This is about 190 times the rate without capture, although no barrier of the complex has changed. The chosen capture rate is high: for a gaseous co-reactant at 500 K and about 1 torr, it would require capture at roughly every collision. For an arm on a surface site of 20–50 Å², the arrival rate at that pressure is only of order \(10^6\ \mathrm{s^{-1}}\), below the chosen value. Lower pressure or less efficient capture gives a smaller gain. Even very fast capture cannot raise this route above \(k_o\), since each loss still needs an opening. A co-reactant that attacks the closed complex directly belongs in \(k_b\) and is not subject to that limit.

The aluminium calculation limits what may be concluded for a real precursor. Relative to the chelate, the separated neutral fragments lie above the highest sampled point of the reclosing path by 218 kJ/mol in Hartree–Fock theory and by 391 kJ/mol in MP2. With gaps of that size, breaking the last bond into radicals would be negligible at 500 K. The ligand may instead be lost by an assisted escape, by capture of the open arm, by an internal hydrogen transfer that releases a closed-shell molecule, or by a direct reaction of the closed complex. The closed-shell products of hydrogen transfer, AlH and formamidine in unrelaxed geometries, lie only about 112 kJ/mol (Hartree–Fock) or 128 kJ/mol (MP2) above the same point; the barrier leading to them was not computed. The calculation does not decide among these routes. Reclosing competes with every route that starts from the open arm; it gives no protection against a reaction of the closed complex.
